# Reset Current and Compliance Current of a Metallic Filament at Fixed Voltages, part 2

A metallic filament in a resistive memory cell stops growing (set) at current $I_C$ and filament voltage $V_C$, and begins to reset at $I_R$ and $V_R$. All four are positive magnitudes, and SI units are used. How does $I_R$ depend on the compliance current $I_C$? With one fixed resistance $R$,

$$I_R=\frac{V_R}{R}=\frac{V_R}{V_C}\,I_C. \tag{2}$$

Part 1 criticized dividing $V_R$ by the cold resistance, measured at very small voltage: for the example below at 0.10 mA this gives 0.235 mA, but the model with Joule heating gives 0.107 mA.

The filament, of cross-section $A(x)$, runs from $x=0$ to $x=\ell$. Its ends are at temperature $T_0$ and potential $\phi=\mp V/2$, and its side wall loses no heat. The conductivity is $\sigma(T)$, and the thermal conductivity is $\kappa=L\sigma T$, with constant Lorenz number $L$ (Sommerfeld value $2.443\times10^{-8}\ \mathrm{V^2/K^2}$). Charge and heat balance for a slice $dx$ (Lemma 1) give

$$I=\sigma A\,\frac{d\phi}{dx},\qquad \frac{d}{dx}\left(\kappa A\,\frac{dT}{dx}\right)+\frac{I^2}{\sigma A}=0. \tag{4}$$

Lemma 2 takes $\phi$ as the variable, using

$$\frac{d}{dx}=\frac{d\phi}{dx}\frac{d}{d\phi}=\frac{I}{\sigma A}\frac{d}{d\phi}, \tag{7}$$

and finds

$$T^2=T_0^2+\frac{1}{L}\left(\frac{V^2}{4}-\phi^2\right), \tag{6}$$

$$T_{\max}=\sqrt{T_0^2+\frac{V^2}{4L}}. \tag{12}$$

With

$$S=\int_0^\ell\frac{dx}{A(x)},\qquad F(V)=\int_{-V/2}^{V/2}\sigma\big(T(\phi)\big)\,d\phi, \tag{14}$$

the current law is

$$I=\frac{F(V)}{S}. \tag{15}$$

In three dimensions the equations are

$$\nabla\cdot(\sigma\nabla\phi)=0,\qquad \nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0, \tag{16}$$

and (15) still holds, with $S$ a more general geometrical constant.

Let $\sigma_0=\sigma(T_0)$. Constant conductivity gives $F=\sigma_0V$. For $\sigma=\sigma_0T_0/T$,

$$F(V)=2\sigma_0T_0\sqrt L\,\arctan\frac{V}{V_0},\qquad V_0=2\sqrt L\,T_0, \tag{20}$$

or $F=\sigma_0V_0\arctan(V/V_0)$, and

$$\frac{dF}{dV}=\frac{\sigma_0}{1+V^2/V_0^2}>0. \tag{21}$$

**Theorem.** If $V_C$ and $V_R$ are the same for all filaments, and each filament is unchanged between set and reset, then

$$I_R=m\,I_C,\qquad m=\frac{F(V_R)}{F(V_C)}, \tag{22}$$

whatever the shape, since set fixes

$$S=\frac{F(V_C)}{I_C}. \tag{23}$$

### Corollary 1: the slope in two cases

For constant conductivity, $F=\sigma_0V$ gives

$$m=\frac{V_R}{V_C}, \tag{25}$$

which is the elementary result (2). It holds here although the filament heats up, because the heating does not alter the resistance. For $\sigma=\sigma_0T_0/T$ the common factor $\sigma_0V_0$ cancels, and

$$m=\frac{\arctan(V_R/V_0)}{\arctan(V_C/V_0)}. \tag{26}$$

When both voltages are small compared with $V_0$, each arctangent is close to its argument and (26) returns to $V_R/V_C$. When both are large, each arctangent is close to $\pi/2$ and $m$ tends to 1. A measured slope near 1 therefore does not show that the two voltages are nearly equal. It may also mean that heating has made the current depend only weakly on voltage. Near-complete saturation is a mathematical limit that many metals cannot reach: for this law and $T_0=300$ K, 90 per cent of the limiting current requires a peak temperature of about 1900 K, above the melting point of many metals.

### Corollary 2: a bound on the slope

**Corollary 2.** If $\sigma(T)$ does not increase with temperature and $V_R\ge V_C$, then $m\le V_R/V_C$.

*Proof.* Substitute $\phi=Vs$ in the definition of $F$. Then $d\phi=V\,ds$, the limits become $\pm\tfrac12$, and

$$\frac{F(V)}{V}=\int_{-1/2}^{1/2}\sigma\big(T_s\big)\,ds,\qquad T_s^2=T_0^2+\frac{V^2}{L}\left(\frac14-s^2\right). \tag{27}$$

For each $s$ between the limits, $T_s$ rises with $V$, so $\sigma(T_s)$ does not rise. Hence $F(V)/V$ does not increase with $V$, and $F(V_R)/V_R\le F(V_C)/V_C$. Multiplying by $V_R/F(V_C)$ gives the result. ∎

The quantity $F(V)/V$ is the mean conductivity, averaged uniformly over the potential. The corollary says that such a filament is on average no more conductive at the higher voltage, so its reset current does not exceed the estimate (2) from a fixed resistance.

### Corollary 3: the cold resistance

At very small voltage the filament is at $T_0$ throughout. Then $F(V)\approx\sigma_0V$ with $\sigma_0=\sigma(T_0)$, and the cold resistance is $R_0=V/I=S/\sigma_0$. Inserting (23) gives

$$R_0I_C=\frac{F(V_C)}{\sigma_0}. \tag{28}$$

The cold resistance is inversely proportional to the compliance current. The constant of proportionality is a voltage, but it need not equal $V_C$. It does so if the conductivity does not change with temperature. If the conductivity falls with temperature, the constant is smaller than $V_C$, and reading it as the filament voltage at the end of set would give too small a value.

The estimate criticized at the start of Part 1 can now be written out. Dividing $V_R$ by $R_0$ gives

$$\frac{V_R}{R_0}=\frac{\sigma_0V_R}{F(V_C)}\,I_C. \tag{29}$$

This too is proportional to $I_C$, so the proportionality does not reveal the error. The slope is wrong because $\sigma_0V_R$, the value for a cold filament, stands where $F(V_R)$ should stand.

### Worked example

Take round model parameters: $T_0=300$ K, $\sigma_0=1.0\times10^6$ S/m, $\ell=20$ nm, $V_C=0.20$ V and $V_R=0.25$ V. Use the Sommerfeld value of $L$ and the law $\sigma=\sigma_0T_0/T$. These parameters do not describe a particular metal. The resistivity $1/\sigma_0$ is 100 µΩ cm, and metals with so high a resistivity usually show a much weaker temperature dependence than this law, so the example displays a stronger effect of heating than such a filament would normally have. A free-electron estimate with the electron density of copper gives a mean free path of 0.66 nm at 300 K, which this law would shrink to 0.23 nm, about an atomic spacing, at 854 K. A clean metal that does follow the law, with a resistivity near 1.7 µΩ cm, has a mean free path of about 39 nm, longer than the filament, so transport in it would not be diffusive. The current density in the narrowest neck below is about $10^9$ A/cm², so an unchanging filament is also an idealization. The electronic thermal conductivity $L\sigma T$ is only 7.3 W/(m K) here. A constant lattice contribution of 3 W/(m K), neglected below, would lower the two peak temperatures to 617 K and 737 K and raise the slope from 1.070 to 1.084, but the slope would still not depend on the compliance current.

The heating voltage is

$$V_0=2\sqrt{2.443\times10^{-8}}\times300\ \mathrm V=0.0938\ \mathrm V. \tag{30}$$

Both switching voltages exceed it, so heating is strong. The arguments of the arctangents are $0.20/0.0938=2.13$ and $0.25/0.0938=2.67$. The corresponding values of $F/\sigma_0$ are

$$\frac{F(V_C)}{\sigma_0}=0.1062\ \mathrm V,\qquad \frac{F(V_R)}{\sigma_0}=0.1137\ \mathrm V, \tag{31}$$

and their ratio, taken before rounding, is $m=1.070$. The voltage rises by 25 per cent between the two events, but the current rises by 7 per cent. The peak temperature from (12) is 707 K at the end of set and 854 K at the onset of reset.

For $I_C=0.10$ mA, the reset current is $1.070\times0.10$ mA $=0.107$ mA. The cold resistance follows from (28):

$$R_0=\frac{0.1062\ \mathrm V}{1.0\times10^{-4}\ \mathrm A}=1062\ \Omega. \tag{32}$$

The hot resistances are higher: $0.20\ \mathrm V/0.10\ \mathrm{mA}=2000\ \Omega$ at the end of set, and $0.25\ \mathrm V/0.107\ \mathrm{mA}\approx2340\ \Omega$ at the onset of reset. Using the cold value at reset gives $0.25\ \mathrm V/1062\ \Omega=0.235$ mA, which is the overestimate quoted at the start.

To see the result without the change of variable on which the proof rests, the charge and heat equations (4) can be solved numerically in the coordinate $x$. A finite-volume method with 600 cells was used. The filament was given a circular cross-section of radius

$$r(x)=r_n+(r_o-r_n)\left(\frac{x/\ell-0.3}{0.7}\right)^2,\qquad r_o=8\ \mathrm{nm}, \tag{33}$$

with a neck of radius $r_n$ at three tenths of the length. For each compliance current, $r_n$ was varied until the filament carried $I_C$ at 0.20 V. The same filament was then solved again at 0.25 V.

| $I_C$ (mA) | $r_n$ (nm) | $R_0$ (Ω) | $I_R$ (mA) |
|---|---|---|---|
| 0.1 | 1.71 | 1062 | 0.107 |
| 0.2 | 2.68 | 531 | 0.214 |
| 0.4 | 4.20 | 265 | 0.428 |
| 0.8 | 6.60 | 133 | 0.856 |

The filament changes from one with a pronounced neck to one whose radius varies only between 6.6 and 8 nm, yet $I_R/I_C$ is 1.070 in all four rows. The numerical peak temperatures are also the same in all rows, 707 K and 854 K. Since the radius of the most strongly necked filament changes rapidly with $x$, the one-dimensional value of $S$ is only approximate there: an axisymmetric solution of (16) gives a value about 5 per cent larger, with the same slope 1.070 and the same peak temperatures. By the three-dimensional remark in Part 1, a better value of $S$ would change the neck radius needed for a given $I_C$, but not the slope.

The slope does depend on the material. Let $\sigma=\sigma_0/[1+\alpha(T-T_0)]$, where $\alpha$ is the temperature coefficient of resistivity at $T_0$. The value $\alpha T_0=0$ gives constant conductivity, and $\alpha T_0=1$ gives $\sigma=\sigma_0T_0/T$. With the same two voltages, numerical quadrature of $F$ gives $m=1.250$, $1.157$ and $1.070$ for $\alpha T_0=0$, $0.3$ and $1$. The peak temperatures are the same in all three cases, since (12) does not contain the conductivity. A straight line through the origin is thus compatible with quite different temperature dependences of the conductivity, which show only in its slope.

### Remark: why compliance controls the size

The current law also shows how the current limit can stop the growth. While the supply holds the current at $I_C$, the voltage across the filament is fixed by $F(V)=I_CS$. For $\sigma=\sigma_0T_0/T$ this equation has a solution only if $I_CS<\pi\sigma_0V_0/2$, so the argument applies once the filament is thick enough to carry $I_C$ in a steady state. Growth makes the filament thicker, so $S$ decreases. If its small change is $dS<0$, then

$$\frac{dF}{dV}\,dV=I_C\,dS<0. \tag{34}$$

Where $F$ increases with $V$, as it does for both laws treated here, the voltage falls. By (12) the peak temperature falls with it. If growth needs a high temperature or a high voltage, it slows down by its own effect. The assumption of constant $V_C$ idealizes this slowing as a sharp stop at one voltage.

### Remark: voltages that drift

If growth slows gradually, the final voltage may depend on the compliance current and on the duration of the pulse. The effect on the relation follows from the logarithm of (22), $\ln I_R=\ln I_C+\ln F(V_R)-\ln F(V_C)$. Differentiation with respect to $\ln I_C$ gives

$$\frac{d\ln I_R}{d\ln I_C}=1+g(V_R)\frac{d\ln V_R}{d\ln I_C}-g(V_C)\frac{d\ln V_C}{d\ln I_C},\qquad g(V)=\frac{d\ln F}{d\ln V}. \tag{35}$$

For constant conductivity $g=1$. For $\sigma=\sigma_0T_0/T$, (20) and (21) give, with $u=V/V_0$,

$$g=\frac{V}{F}\frac{dF}{dV}=\frac{u}{(1+u^2)\arctan u}. \tag{36}$$

At $V_C=0.20$ V, $u=2.13$ and $\arctan u=1.13$, so $g=2.13/(5.54\times1.13)\approx0.34$. A small relative change of $V_C$ then alters the reset current by about one third of that relative change, in the opposite direction. For this conductivity law, strong heating makes the reset current less sensitive to a drift of one voltage alone, because the current itself depends weakly on voltage. For constant conductivity there is no such gain, but a drift of both voltages in the same proportion then has no effect, since only their ratio enters the slope.

### Remark: the circuit

The relation connects currents and voltages of the filament, not of the supply. Let a resistance $R_s$ lie in series with the filament. The filament still resets at $V_R$ and $I_R=mI_C$, but the supply must then provide

$$V_{\mathrm{supply}}=V_R+R_sI_R=V_R+mR_sI_C. \tag{37}$$

The supply voltage at reset rises linearly with the compliance current even though the filament voltage is constant. Conversely, a constant supply voltage at reset would not imply a constant filament voltage unless the series drop were negligible or the same for all filaments.

The current limit must also act on the filament itself. Charge stored in parallel with the cell can discharge through the new filament and carry its current above the nominal limit. Suppose that growth then stops at a peak current $I_p$, with the voltage $V_C$ across the filament, and that the current changes slowly enough for the temperature to stay close to its steady profile. The theorem then holds with $I_p$ in place of $I_C$:

$$I_R=m\,I_p. \tag{38}$$

If the discharge keeps $I_p$ above some minimum value, lowering the nominal limit further no longer reduces the reset current. The plot of $I_R$ against the nominal limit then levels off at small currents, although the relation between filament currents remains linear.

### Remark: heat loss through the side wall

A filament embedded in an insulator also loses heat sideways. Let the loss per unit area of the wall be $h(T-T_0)$, with a constant coefficient $h$, and let $P(x)$ be the perimeter. The slice considered in Lemma 1 then loses the additional heat $hP(T-T_0)\,dx$ per unit time, and the heat equation becomes

$$\frac{d}{dx}\left(\kappa A\frac{dT}{dx}\right)+\frac{I^2}{\sigma A}-hP(T-T_0)=0. \tag{39}$$

Changing to the variable $\phi$ as in Lemma 2 and dividing by $I^2/(\sigma A)$ gives

$$\frac L2\frac{d^2(T^2)}{d\phi^2}=-1+\frac{hP\sigma A}{I^2}(T-T_0). \tag{40}$$

The shape no longer cancels. For a cylinder of radius $r$, $P=2\pi r$ and $A=\pi r^2$. Write $I=AJ$, where $J$ is the current density. Then $PA/I^2=P/(AJ^2)=2/(rJ^2)$, and the coefficient of $T-T_0$ is $2h\sigma/(rJ^2)$. At a given current density, the loss matters more for a thin filament than for a thick one.

A finite-volume solution of (39) for cylinders shows the size of the effect. With $h=5\times10^8$ W/(m² K), the other parameters as before and $\sigma=\sigma_0T_0/T$, the ratio $I_R/I_C$ is 1.130 at $I_C=0.1$ mA and 1.096 at 0.8 mA. The radii are 2.06 nm and 6.30 nm. The peak temperatures change much more than the ratio: they are 440 K and 502 K at the two voltages for the thin filament and 550 K and 650 K for the thick one, against 707 K and 854 K from (12). Without side loss the ratio is 1.070 at both currents. The ratio for the thinner filament lies closer to $V_R/V_C=1.25$, the value for a filament so well cooled that its conductivity stays at $\sigma_0$.

Fixed voltages therefore do not by themselves guarantee proportionality between $I_R$ and $I_C$. In this model the slope is common to all filaments because heat and charge follow the same path between the same two ends. When part of the heat takes another path and the conductivity depends on temperature, the size of the filament can enter the slope. The same happens if the ends do not stay at $T_0$. For cylinders without side loss whose ends cool through a spreading resistance $1/(4kr)$ into electrodes of thermal conductivity $k=20$ W/(m K), the ends reach 366 K and 477 K at reset, and the ratio is 1.066 at 0.1 mA and 1.059 at 0.8 mA. For constant conductivity the slope remains $V_R/V_C$, because the resistance does not respond to the heat. With side loss, fixed voltages also cease to mean fixed peak temperatures, so a switching criterion based on temperature would make $V_C$ and $V_R$ themselves depend on the size of the filament.

Numbers in the example were calculated in double precision.
